# Comment on reading an energy-loss peak as an absorption energy

**The argument under review**

The author has an electron energy-loss spectrum of an acrylic resist film, taken in transmission with a 30 keV beam. It has one broad maximum near 20 eV. The author reasons as follows. Energy is conserved, so an electron that has lost 20 eV has left 20 eV in the film. The film therefore has its strongest electronic transition at 20 eV, and of all ultraviolet photons those of 20 eV, with a wavelength of 62 nm, must be absorbed most strongly.

The first inference is sound: the film does receive 20 eV. The second assumes that a beam electron and a photon drive the film in the same way. Whether they do can be settled with the simplest medium that has an absorption line, a set of identical bound electrons.

**What a given electric field excites**

Let $n$ electrons per unit volume, of charge $-e$ and mass $m$, be displaced by $\mathbf x$ from equilibrium. The polarization is $\mathbf P=-ne\mathbf x$. In Gaussian units, with $\mathbf E$ the macroscopic field,

$$m\ddot{\mathbf x}=-e\mathbf E-m\gamma\dot{\mathbf x}-m\omega_0^2\mathbf x .$$

Here $\gamma$ is a damping rate, and $\omega_0$ is the resonance of the electrons in the medium, which already includes the fields of their neighbours. Multiplication by $-ne/m$ gives

$$\ddot{\mathbf P}+\gamma\dot{\mathbf P}+\omega_0^2\mathbf P=\frac{\omega_p^2}{4\pi}\mathbf E,\qquad \omega_p^2=\frac{4\pi ne^2}{m}.\tag{1}$$

For fields varying as $e^{-i\omega t}$, each time derivative is a factor $-i\omega$. Since $\varepsilon\mathbf E=\mathbf E+4\pi\mathbf P$,

$$\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega}.\tag{2}$$

The friction force $m\gamma\dot{\mathbf x}$ dissipates the power $nm\gamma\dot{\mathbf x}^2$ per unit volume. With $\dot{\mathbf x}=-\dot{\mathbf P}/(ne)$ this equals $4\pi\gamma\dot{\mathbf P}^2/\omega_p^2$. The time average of $\dot{\mathbf P}^2$ is $\omega^2|\mathbf P|^2/2$, so the mean power density is

$$w=\frac{2\pi\gamma\omega^2}{\omega_p^2}|\mathbf P|^2 .\tag{3}$$

Inserting $\mathbf P$ from (1),

$$w_E=\frac{|\mathbf E|^2}{8\pi}\,\frac{\omega_p^2\gamma\omega^2}{(\omega_0^2-\omega^2)^2+\gamma^2\omega^2}=\frac{\omega\,\mathrm{Im}\,\varepsilon}{8\pi}|\mathbf E|^2 .\tag{4}$$

A light wave in the bulk has a transverse field, perpendicular to its wave vector. Its polarization has no divergence and creates no charge. For a given amplitude of this field inside the film, (4) is the absorption, and it is resonant at $\omega_0$.

**What a passing charge excites**

A beam electron does not prescribe $\mathbf E$. It prescribes its own charge density $\rho$, and through $\nabla\cdot\mathbf D=4\pi\rho$ the longitudinal part of $\mathbf D$, the part along the wave vector $\mathbf q$. In Fourier space $i\mathbf q\cdot\mathbf D=4\pi\rho$, whatever the medium is. The field on the bound electrons is $\mathbf E=\mathbf D-4\pi\mathbf P$, because the polarization now has a divergence and its charge produces a field opposed to $\mathbf P$. Substitution in (1) gives

$$\ddot{\mathbf P}+\gamma\dot{\mathbf P}+(\omega_0^2+\omega_p^2)\mathbf P=\frac{\omega_p^2}{4\pi}\mathbf D .\tag{5}$$

The polarization charge has stiffened the spring. The resonance lies at

$$\omega_L=\sqrt{\omega_0^2+\omega_p^2}.$$

This is where the argument under review fails: the excitation that takes up the energy exists, but it is a longitudinal oscillation, which a transverse wave in the bulk does not drive.

The dielectric function says the same. Putting (2) over a common denominator and inverting,

$$-\frac1\varepsilon=-\frac{\omega_0^2-\omega^2-i\gamma\omega}{\omega_L^2-\omega^2-i\gamma\omega}=-1+\frac{\omega_p^2}{\omega_L^2-\omega^2-i\gamma\omega}.\tag{6}$$

Equation (3) with $\mathbf P$ from (5) then yields

$$w_D=\frac{\omega}{8\pi}\,\mathrm{Im}\!\left(-\frac1\varepsilon\right)|\mathbf D|^2 .\tag{7}$$

Direct time integration of the equation of motion at 12, 16 and 20 eV, with the parameters used below, reproduced (4) and (7) to better than one part in $10^5$.

A loss spectrum counts electrons, not energy, so (7) is divided by $\hbar\omega$. What remains is the loss function $L=\mathrm{Im}(-1/\varepsilon)$ times a geometrical factor. For a beam of velocity $\mathbf v$, the charge density contains the frequency $\omega=\mathbf q\cdot\mathbf v$, so the component of $\mathbf q$ along the beam is $\omega/v$. Since $|\mathbf D|^2\propto1/q^2$, collecting transverse components $q_\perp$ up to $q_c$ gives

$$\int_0^{q_c}\frac{2\pi q_\perp\,dq_\perp}{q_\perp^2+\omega^2/v^2}=\pi\ln\!\left(1+\frac{q_c^2v^2}{\omega^2}\right).\tag{8}$$

This assumes that $\varepsilon$ does not depend on $q$ and that retardation is negligible.

**Line strengths and the role of damping**

Both spectra have the form $\omega_p^2\gamma\omega/[(\Omega^2-\omega^2)^2+\gamma^2\omega^2]$, with $\Omega=\omega_0$ for absorption and $\Omega=\omega_L$ for loss. For weak damping, set $\omega=\Omega+\delta$, so that $\Omega^2-\omega^2\approx-2\Omega\delta$. The line becomes

$$\frac{\omega_p^2}{2\Omega}\,\frac{\gamma/2}{\delta^2+\gamma^2/4},$$

whose area is $\pi\omega_p^2/(2\Omega)$. As $\gamma\to0$ each spectrum is a single sharp line for $\omega>0$, at $\omega_0$ or at $\omega_L$.

For any damping, multiply the spectrum by $\omega$ and divide numerator and denominator by $\omega^2$:

$$\frac{\omega_p^2\gamma}{u^2+\gamma^2},\qquad u=\omega-\frac{\Omega^2}{\omega}.$$

This is largest at $u=0$, so the dissipated power at fixed field amplitude peaks at $\omega=\Omega$ even when the damping is strong. The integral over $\omega$ follows from the replacement $\omega\to\Omega^2/\omega$, which changes the sign of $u$ and turns $d\omega$ into $(\Omega^2/\omega^2)\,d\omega$. Averaging the two forms of the integral, and using $du=(1+\Omega^2/\omega^2)\,d\omega$,

$$\int_0^\infty\frac{\omega_p^2\gamma\,d\omega}{u^2+\gamma^2}=\frac12\int_{-\infty}^{\infty}\frac{\omega_p^2\gamma\,du}{u^2+\gamma^2}=\frac{\pi\omega_p^2}{2}.\tag{9}$$

Absorption and loss share this sum. It therefore cannot tell a reader which of the two spectra is at hand.

Without the factor $\omega$ the maxima lie lower, only slightly if $\gamma\ll\Omega$ but markedly if the damping is strong. With $a=\Omega^2$ and $x=\omega^2$, setting the derivative of $\omega/[(a-x)^2+\gamma^2x]$ to zero gives

$$(a-x)^2+\gamma^2x+4x(a-x)-2\gamma^2x=0,$$

or $3x^2-(2a-\gamma^2)x-a^2=0$. The positive root is

$$x=\frac{2a-\gamma^2+\sqrt{(2a-\gamma^2)^2+12a^2}}{6}.\tag{10}$$

**Numbers for a resist-like medium**

Take the round values $\hbar\omega_0=12$ eV, $\hbar\omega_p=16$ eV and $\hbar\gamma=8$ eV. The undamped loss energy is

$$\hbar\omega_L=\sqrt{144+256}\ \text{eV}=20\ \text{eV}.$$

This medium puts its loss where the author sees it, while its absorption resonance is at 12 eV, or 103 nm instead of 62 nm.

With damping, (10) for absorption has $a=144$ and $2a-\gamma^2=224$ (in eV²). It gives $x\approx128.5$ and a maximum of $\mathrm{Im}\,\varepsilon$ at 11.3 eV. For loss, $a=400$ and $2a-\gamma^2=736$ give $x\approx384$ and a maximum at 19.6 eV. Damping of this size broadens both spectra but does not bring them together: the separation is 8.3 eV. It shrinks only when $\gamma$ is well above $\omega_L$.

At the loss maximum $\mathrm{Im}\,\varepsilon$ is 0.49, against 2.74 at its own maximum, a ratio of 18%. The loss function is nevertheless 1.62 there. The identity

$$L=\frac{\mathrm{Im}\,\varepsilon}{|\varepsilon|^2}\tag{11}$$

shows why: $|\varepsilon|^2=0.488/1.616\approx0.30$, so the field of the passing charge is enhanced rather than screened. The peak is owed to a small $|\varepsilon|$, not to a large $\mathrm{Im}\,\varepsilon$. The minimum of $|\varepsilon|$ itself lies higher, at 21.4 eV, and the falling $\mathrm{Im}\,\varepsilon$ in the numerator of (11) places the peak below it.

**A possible reply: measure the transmitted light**

The author might answer that absorption means attenuation of a beam of light. That is a third quantity. With $\varepsilon=(N+i\kappa)^2$ the intensity falls as $e^{-\alpha z}$, where

$$\alpha=\frac{2\omega\kappa}{c}=\frac{\omega\,\mathrm{Im}\,\varepsilon}{Nc},$$

because $\mathrm{Im}\,\varepsilon=2N\kappa$. The factor $\omega/N$ moves the maximum to 14.0 eV in this example, where $\alpha=0.133\ \text{nm}^{-1}$ and the decay length is about 7.5 nm. This maximum is still far from 20 eV, although $\alpha$ at 20 eV is 54% of it. The fraction of normally incident light that a film absorbs is yet another quantity, and it depends on thickness. For a free-standing film of this medium it peaks at 12 to 13 eV between 5 and 30 nm, but at 20.5 eV for 50 nm and at 23.5 eV for 100 nm. Such a film is nearly opaque over the whole range (at 50 nm it absorbs 0.83, 0.82 and 0.88 at 12, 14 and 20 eV), and the flat maximum lies where it reflects less. It does not mark a transition.

Attenuation need not even involve absorption. Without damping, $\varepsilon$ is negative between $\omega_0$ and $\omega_L$. At 16 eV it is $1+256/(144-256)=-1.29$. Then $N=0$, the field decays into the medium, and the reflectance of a thick sample at normal incidence is $|(i\kappa-1)/(i\kappa+1)|^2=1$. The light is turned back and nothing is dissipated.

**Is 12 eV then the transition energy of the molecule?**

It is not, in general. Consider point oscillators on a cubic lattice, each with the isolated resonance $\omega_{\rm mol}$. Cut an imaginary sphere around one of them. Dipoles inside it give no net field at the centre: their sum contains $(3z^2-r^2)/r^5$, and cubic symmetry makes the sums of $x^2$, $y^2$ and $z^2$ equal at each $r$. The charge on the surface of the sphere, $P\cos\theta$ in magnitude, adds a field along $\mathbf P$ of size $P\int\cos^2\theta\,d\Omega=4\pi P/3$. The acting field is thus $\mathbf E+4\pi\mathbf P/3$.

For a free transverse oscillation without retardation there is no polarization charge, $\mathbf E=0$, and the acting field is $4\pi\mathbf P/3$. For a longitudinal one $\mathbf D=0$, $\mathbf E=-4\pi\mathbf P$, and the acting field is $-8\pi\mathbf P/3$. Multiplied by $\omega_p^2/4\pi$, these fields shift the squared resonance:

$$\omega_0^2=\omega_{\rm mol}^2-\frac{\omega_p^2}{3},\qquad \omega_L^2=\omega_{\rm mol}^2+\frac{2\omega_p^2}{3}.\tag{12}$$

The difference is $\omega_p^2$, as before. Here $\hbar\omega_{\rm mol}=\sqrt{144+256/3}\ \text{eV}=15.1$ eV. With this value as input, direct summation of the Coulomb fields of dipoles on a simple cubic lattice gave modes at 12.000 and 20.000 eV. Neither peak of the dense medium is the molecular one. A polymer is not a cubic lattice of points, so for a resist (12) indicates a size, not a correction to apply.

**When the author's reading is acceptable**

From $\omega_L^2-\omega_0^2=\omega_p^2$,

$$\omega_L-\omega_0=\frac{\omega_p^2}{\omega_L+\omega_0}\approx\frac{\omega_p^2}{2\omega_0}\qquad(\omega_p\ll\omega_0).$$

If the example's medium is diluted 1000 times with $\omega_0$ held fixed, the separation is 0.011 eV. Loss and absorption can then be identified for most purposes. By (11), the two spectra coincide if $|\varepsilon|$ stays close to 1 across the line. For the peak positions alone to agree, it is enough that $|\varepsilon|$ varies little there.

The opposite limit is $\omega_0\to0$, a gas of free electrons. Equation (2) then gives $\mathrm{Im}\,\varepsilon=\omega_p^2\gamma/[\omega(\omega^2+\gamma^2)]$, which falls steadily with frequency and has no peak at $\omega_p$. The loss resonance sits at $\omega_p$. Here the reading of a loss peak as an absorption line fails completely.

**How far the model represents the film**

An acrylic polymer of composition C₅H₈O₂ and a rough density of 1.2 g/cm³ has 40 valence electrons per unit, or $2.89\times10^{23}\ \text{cm}^{-3}$. Their full plasma energy is 19.95 eV with these inputs, so the oscillator carries $(16/19.95)^2=64\%$ of the valence strength. Its static dielectric constant, 2.78, means an index of 1.67, above the rough value 1.5 of such polymers in visible light. A broad loss maximum somewhat above 20 eV is typical of them. The assumption that real resists break most plainly is the single resonance, since their absorption is spread over many transitions. To size this, put the missing strength in a second undamped oscillator at an assumed 30 eV, with plasma energy 11.9 eV. Both respond to the common field $-4\pi(P_1+P_2)$. With $P_i=\omega_{pi}y_i$, the free oscillations obey

$$\omega^2y_i=\omega_i^2y_i+\omega_{pi}\sum_j\omega_{pj}y_j .$$

The eigenvalues give losses at 18.6 and 33.1 eV. The lower one has moved down by 1.4 eV, because the second oscillator adds a positive term to $\varepsilon$ below its own resonance and the zero of $\varepsilon$ is reached earlier. With several transitions, the simple square root cannot be applied to each peak separately. These numbers are for undamped oscillators, and the second oscillator raises the static index to 1.71, further from 1.5, so it does not make the model a fit to the polymer.

Other corrections depend on the measurement:

- *Surface.* On a flat face against vacuum, a potential $e^{-k|z|}$ along the normal has continuous normal $\mathbf D$ if $\varepsilon=-1$. Without damping this means $\omega^2=\omega_0^2+\omega_p^2/2$, or 16.5 eV. This value holds for a film whose thickness is several times $1/k$, so that its two faces do not couple. With the damping of 8 eV no separate maximum appears: for the 30 keV beam and a 2 mrad half-angle, the surface term pulls the single maximum of a free-standing film down to 17.0, 18.7 and 19.3 eV at 5, 10 and 50 nm. This loss is not an absorption resonance of the bulk either.
- *Collection angle.* For 30 keV and a half-angle of 2 mrad, the factor (8) moves the damped loss maximum from 19.6 to 19.4 eV.
- *Recoil.* Suppose that $\hbar\omega_0$ rises by $\hbar^2q^2/2m$, a simple assumed rule. At the edge of the collection angle this is 0.13 eV, and the undamped loss moves to 20.1 eV. A secondary electron of 80 eV in the resist cannot lose 20 eV without a momentum transfer of at least the difference of its initial and final momenta. The corresponding energy is $(\sqrt{80}-\sqrt{60})^2\ \text{eV}=1.4$ eV, which puts the loss near 21 eV. Larger transfers move it further under the same rule, so the beam spectrum is not a complete description of slow electrons.
- *Retardation.* The transverse field obeys $(q^2-\varepsilon\omega^2/c^2)\mathbf E_T=4\pi i\omega\mathbf j_T/c^2$. With $j_T=\rho vq_\perp/q$ and $|E_L|=4\pi|\rho|/(q|\varepsilon|)$, the ratio of the fields is
$$\frac{|E_T|}{|E_L|}=\beta^2|\varepsilon|\,\frac{(\omega/v)\,q_\perp}{|q^2-\varepsilon\omega^2/c^2|},\qquad \beta=\frac vc .$$
The scale $\beta^2|\varepsilon|$ is 0.06 at the loss maximum but 0.34 at the absorption maximum. The unretarded formula is thus less secure on the low-energy side of the spectrum, but the effect is small here: at 11.3 eV the field ratio reaches at most 0.18 and the collected loss changes by 1.3%.

None of these estimates turns the 20 eV loss into an absorption resonance of the bulk at 20 eV. One geometry does let light reach the longitudinal oscillation. For p-polarized light at oblique incidence on a film much thinner than the wavelength, the normal component of $\mathbf D$ is fixed from outside, and (7) applies to it. A free-standing film of the example's medium, 2 to 5 nm thick and lit at 60°, absorbs most strongly at 19.6 to 19.8 eV. That peak has the same origin as the loss peak and is not a maximum of $\mathrm{Im}\,\varepsilon$.

**What the author can do with the data**

The absorption spectrum can be recovered from the loss function, but not from its peak position alone. The function $f=1/\varepsilon-1$ is the response to $\mathbf D$. By (6) its poles lie in the lower half of the complex $\omega$ plane, and it falls as $\omega^{-2}$. Integrate $f(\omega')/(\omega'-\omega)$ along the real axis, pass above the point $\omega$ on a small half-circle, and close the path in the upper half-plane. No pole is enclosed. The half-circle contributes $-i\pi f(\omega)$, so

$$\mathcal P\!\int_{-\infty}^{\infty}\frac{f(\omega')}{\omega'-\omega}\,d\omega'=i\pi f(\omega).$$

Take the imaginary part, with $\mathrm{Im}f=-L$. Since $L$ is odd, the two halves of the axis combine through $1/(\omega'-\omega)+1/(\omega'+\omega)=2\omega'/(\omega'^2-\omega^2)$:

$$R\equiv\mathrm{Re}\,\frac1\varepsilon=1-\frac2\pi\,\mathcal P\!\int_0^\infty\frac{\omega'L(\omega')}{\omega'^2-\omega^2}\,d\omega' .\tag{13}$$

Because $1/\varepsilon=R-iL$,

$$\mathrm{Im}\,\varepsilon=\frac{L}{R^2+L^2}.\tag{14}$$

The example's loss function, sampled every 0.1 eV up to 1000 eV, was put through (13) and (14). Between 8 and 24 eV the result differed from the true $\mathrm{Im}\,\varepsilon$ by less than $6\times10^{-6}$, and its maximum came out at 11.3 eV. Those data were free of noise. A measured spectrum must first be freed of multiple and surface losses, divided by the factor (8), and continued beyond the measured range. Its absolute scale follows from (13) at $\omega=0$, which requires $\frac2\pi\int_0^\infty L\,d\omega/\omega=1-1/\varepsilon(0)$, with $\varepsilon(0)$ the static electronic value.

I recommend that the claim about 62 nm light be withdrawn until this conversion has been made. The numerical output below lists the main values used here.

## Computed values

```
resonance w0: 12.00 eV
oscillator plasma energy wp: 16.00 eV
damping g: 8.00 eV
undamped loss energy wL: 20.00 eV
wavelength at w0: 103.3 nm
wavelength at wL: 62.0 nm
static dielectric constant: 2.778
narrow line (g=0.01 eV), absorption peak: 12.000 eV
narrow line (g=0.01 eV), loss peak: 20.000 eV
narrow line weight, absorption: 33.50 eV
narrow line weight, loss: 20.10 eV
sum rule integral, absorption: 402.12 eV^2
sum rule integral, loss: 402.12 eV^2
damped maximum of Im eps: 11.33 eV
damped maximum of Im(-1/eps): 19.60 eV
Im eps at its maximum: 2.743
Im eps at the loss maximum: 0.488
Im(-1/eps) at its maximum: 1.616
attenuation maximum at: 13.97 eV
attenuation coefficient there: 0.1330 1/nm
undamped eps at 16 eV: -1.286
undamped reflectance at 16 eV: 1.0000
isolated-molecule resonance: 15.14 eV
dipole lattice, transverse mode: 12.000 eV
dipole lattice, longitudinal mode: 20.000 eV
Im eps maximum recovered from loss data: 11.3 eV
largest error of recovered Im eps: 5.1e-06
loss minus absorption, diluted 1000 times: 0.0107 eV
rough polymer density: 1.2 g/cm3
valence electron density: 2.887e+23 cm^-3
full valence plasma energy: 19.95 eV
electron density in the oscillator: 1.857e+23 cm^-3
share of valence strength used: 0.643
assumed second resonance: 30.00 eV
second oscillator plasma energy: 11.92 eV
coupled loss energy, lower: 18.64 eV
coupled loss energy, upper: 33.08 eV
undamped surface loss energy: 16.49 eV
beam energy: 30.0 keV
collection half-angle: 2.0 mrad
beam speed / c: 0.3284
loss maximum with collection factor: 19.38 eV
beam recoil energy at cutoff: 0.127 eV
undamped loss energy with that recoil: 20.08 eV
retardation size at loss maximum: 0.059
retardation size at absorption maximum: 0.336
secondary electron energy: 80.0 eV
its smallest recoil energy for loss wL: 1.44 eV
undamped loss energy with that recoil: 20.89 eV
```
